\section*{Shared spacing variation, Weibull broadening and the failure of area scaling}

\section{A shape of 1.5 that looks like 1.0}

In the model population treated here, every die has a Weibull lifetime distribution with shape 1.50. The spread of log-lifetime over the whole population is nevertheless that of a Weibull distribution with shape 1.00. The same population has a second peculiarity. At the time when half of all structures made of 16 cells have failed, raising the one-cell survival fraction to the sixteenth power predicts that 77.5\% should have failed.

Both facts come from one cause: the line spacing differs from die to die, but is common to all cells on a die. Two derivations follow, one from the random log-lifetime and one from the survival curve.

\section{Model and statement}

Let $s$ be the spacing between two lines, constant within a die. The algebra is in atomic units, where the elementary charge is one, so the applied voltage appears as an energy $U$ and the field is $U/s$. The characteristic lifetime of a test structure is assumed to follow the linear field law
\begin{equation}
\tau(s)=C\,e^{-\gamma U/s},
\label{eq:field}
\end{equation}
with $C$ and $\gamma$ independent of spacing and voltage. At fixed $s$, a test structure survives to time $t$ with probability $\exp[-(t/\tau(s))^\beta]$, and the shape $\beta$ is the same on all dies.

A structure of relative area $a$ contains $a$ times the area of the test structure. It fails at its first local breakdown. Given $s$, separate parts break down independently, so their survival probabilities multiply and the exponents add:
\begin{equation}
P(T>t\,|\,s)=\exp\!\left[-a\left(\frac{t}{\tau(s)}\right)^{\beta}\right].
\label{eq:conditional}
\end{equation}
With nominal spacing $s_0$, define
\begin{equation}
y=\ln\frac{t}{\tau(s_0)},\qquad
X=\ln\frac{\tau(s)}{\tau(s_0)}=\gamma U\left(\frac1{s_0}-\frac1s\right).
\label{eq:X}
\end{equation}
A die with wide spacing has $X>0$ and lives longer. Since $t/\tau(s)=e^{y-X}$, averaging over dies gives the population survival
\begin{equation}
S_a(y)=E\!\left[e^{-H}\right],\qquad H=a\,e^{\beta(y-X)},
\label{eq:mixture}
\end{equation}
where $E$ is the average over $X$.

The result to be shown, for any $X$ that is not the same on all dies, has two parts:
\begin{equation}
\operatorname{Var}\ln T>\frac{\pi^2}{6\beta^2},
\qquad S_a=S_1^{\,a}\ \text{does not hold for all } a .
\label{eq:result}
\end{equation}
The right side of the inequality is the log-variance on a single die, as the first derivation shows.

\section{First derivation: adding random variables}

Let $Q=a(T/\tau(s))^\beta$. By Eq.~\eqref{eq:conditional}, $P(Q>q\,|\,s)=e^{-q}$. Thus $Q$ is a unit exponential variable whose law does not depend on $s$, so it is independent of $X$. Solving for $T$ and taking the logarithm gives, with $Y_a=\ln[T/\tau(s_0)]$,
\begin{equation}
Y_a=X+\frac{\ln Q-\ln a}{\beta}.
\label{eq:sum}
\end{equation}

The moments of $\ln Q$ follow from
\begin{equation}
E[e^{\theta\ln Q}]=\int_0^\infty q^\theta e^{-q}\,dq=\Gamma(1+\theta).
\end{equation}
The first and second derivatives of $\ln\Gamma(1+\theta)$ at $\theta=0$ are the mean and variance of $\ln Q$. They are $-\gamma_E$, with $\gamma_E$ Euler's constant, and $\sum_{n\ge1}n^{-2}=\pi^2/6$. The constant $\ln a$ adds no variance, and the variances of independent terms add:
\begin{equation}
\operatorname{Var}\ln T=\operatorname{Var}X+\frac{\pi^2}{6\beta^2}.
\label{eq:variance}
\end{equation}
On one die $X$ is fixed and the second term alone remains. Since $\operatorname{Var}X>0$ in the population, the first part of Eq.~\eqref{eq:result} follows. The broadening does not depend on area.

An apparent shape $\beta_{\rm app}$ can be defined as that of the Weibull law with the same log-variance, $\pi^2/(6\beta_{\rm app}^2)=\operatorname{Var}\ln T$. Multiplying Eq.~\eqref{eq:variance} by $6/\pi^2$ gives
\begin{equation}
\frac1{\beta_{\rm app}^2}=\frac1{\beta^2}+\frac{6}{\pi^2}\operatorname{Var}X .
\label{eq:app}
\end{equation}
Another fitting rule would in general give another number, because the mixture is not a Weibull law. In the example below, where $\beta_{\rm app}=1.00$, a maximum-likelihood Weibull fit to the whole population gives 0.86.

For the second part, Eq.~\eqref{eq:sum} says that $Y_a$ has the distribution of $Y_1-(\ln a)/\beta$. Hence
\begin{equation}
S_a(y)=S_1\!\left(y+\frac{\ln a}{\beta}\right).
\label{eq:shift}
\end{equation}
Every percentile moves by $-(\ln a)/\beta$ in log-time, with the intrinsic shape. Define the Weibull ordinate $W_a(y)=\ln[-\ln S_a(y)]$. If $S_a=S_1^{\,a}$ held for every $a>0$, then $-\ln S_a=-a\ln S_1$, and with Eq.~\eqref{eq:shift}
\begin{equation}
W_1\!\left(y+\frac{\ln a}{\beta}\right)=W_1(y)+\ln a .
\end{equation}
Setting $y=0$ and $a=e^{\beta v}$ gives $W_1(v)=W_1(0)+\beta v$ for all $v$. This is a Weibull law of shape $\beta$, whose log-variance is $\pi^2/(6\beta^2)$. That contradicts Eq.~\eqref{eq:variance}, so weakest-link scaling of the population curve cannot hold for all areas.

\section{Second derivation: the slope of the survival curve}

This route starts again from Eq.~\eqref{eq:mixture} and uses no variance of $X$. Since $dH/dy=\beta H$,
\begin{equation}
\frac{dS_a}{dy}=-\beta\,E[He^{-H}].
\end{equation}
Differentiation under the average is allowed because $He^{-H}$ is bounded by $1/e$. The local slope of the Weibull plot is therefore
\begin{equation}
b_a(y)=\frac{dW_a}{dy}
=\frac{1}{S_a\ln S_a}\frac{dS_a}{dy}
=\beta\,\frac{E[He^{-H}]}{-S_a\ln S_a}.
\label{eq:slope}
\end{equation}
Put $Z=e^{-H}$, so that $E[Z]=S_a$ and $He^{-H}=-Z\ln Z$. The function $-z\ln z$ has second derivative $-1/z<0$ and is strictly concave. Its average is then smaller than its value at the average:
\begin{equation}
E[-Z\ln Z]<-E[Z]\ln E[Z]
\quad\Longrightarrow\quad b_a(y)<\beta
\label{eq:bound}
\end{equation}
at every finite $y$. Physically, short-lived dies drop out as time passes. The survivors are increasingly the dies with wide spacing. On logarithmic scales the cumulative hazard $-\ln S_a$ of the population therefore rises less steeply with time than that of any one die.

To recover the variance statement, note that $S_a(Y_a)$ is uniform on $(0,1)$, because $S_a$ is continuous and strictly decreasing. So $-\ln S_a(Y_a)$ is unit exponential, and $W_a(Y_a)$ has the law of $\ln Q$. Take two independent lifetimes with log-values $Y,Y'$ and ordinates $W,W'$. Because $dy/dW=1/b_a>1/\beta$, integration between them gives
\begin{equation}
|Y-Y'|>\frac{|W-W'|}{\beta}\qquad (Y\neq Y').
\label{eq:spread}
\end{equation}
For independent copies, $\operatorname{Var}Y=\tfrac12E[(Y-Y')^2]$. Squaring and averaging Eq.~\eqref{eq:spread} yields $\operatorname{Var}Y>\pi^2/(6\beta^2)$, the first part of Eq.~\eqref{eq:result}.

For the area, $a e^{\beta y}=e^{\beta[y+(\ln a)/\beta]}$ in Eq.~\eqref{eq:mixture} reproduces Eq.~\eqref{eq:shift}. For $a>1$, integrating the slope bound over the shift gives
\begin{equation}
W_a(y)=W_1(y)+\int_y^{y+(\ln a)/\beta}b_1(v)\,dv<W_1(y)+\ln a .
\label{eq:areaerror}
\end{equation}
The right side is the ordinate of $S_1^{\,a}$. A smaller ordinate means higher survival, so $S_a>S_1^{\,a}$ for $a>1$. For $a<1$ the integral runs backwards and the inequality reverses. Scaling up the population curve by the weakest-link rule is pessimistic; scaling it down is optimistic. The second part of Eq.~\eqref{eq:result} is thus obtained with a sign, at every finite time and for every $a\neq1$.

\section{What each derivation assumes}

Both derivations need a spacing shared by all parts of a structure, independent breakdowns at given spacing, and one $\beta$ for all dies. If $\beta$ itself varied with spacing, $Q^{1/\beta}$ would no longer be independent of $X$, and the common shift in Eq.~\eqref{eq:shift} would be lost. Neither derivation needs the field law \eqref{eq:field}, which only sets the distribution of $X$.

The first derivation needs a finite $\operatorname{Var}X$ to give a useful number. Its additivity of variances would survive a non-Weibull intrinsic law, provided that spacing merely rescales time; the area shift would not. The second derivation needs the exponential form of survival in $H$, but no moment of $X$. It still bounds the slope for a normal spacing law cut off only at $s=0$. There $X$ behaves as $-\gamma U/s$ for small $s$, the integral of $1/s^2$ diverges, and $\operatorname{Var}X$ is infinite.

They also deliver different information. The first gives the amount of broadening; the second gives its presence between any two percentiles and the direction of the area error.

\section{Early failures and independent cells}

Weakest-link scaling returns at small failure fractions if the moments $M_k=E[e^{-k\beta X}]$ exist. The example uses a normal spacing law truncated at three parent standard deviations, which keeps $X$ bounded and all $M_k$ finite. With $x=e^{\beta y}$, expanding $e^{-H}$ gives the failed fraction
\begin{equation}
F_a=1-S_a=aM_1x-\tfrac12a^2M_2x^2+\cdots .
\label{eq:early}
\end{equation}
Using $-\ln(1-F)=F+F^2/2+\cdots$,
\begin{equation}
-\ln S_a=aM_1x-\tfrac12a^2(M_2-M_1^2)x^2+\cdots .
\end{equation}
Taking the logarithm, differentiating with $dx/dy=\beta x$, and replacing $aM_1x$ by $F_a$ at this order gives
\begin{equation}
b_a=\beta\left[1-\frac12\left(\frac{M_2}{M_1^2}-1\right)F_a+\cdots\right].
\label{eq:earlyslope}
\end{equation}
The intrinsic slope is recovered in the early tail.

The weakest-link prediction is $F_{\rm link}=1-e^{-L}$, where $L=-a\ln S_1=aM_1x-\tfrac12a(M_2-M_1^2)x^2+\cdots$. Expanding $L-L^2/2$ and subtracting Eq.~\eqref{eq:early},
\begin{align}
F_{\rm link}-F_a
&=-\tfrac12a(M_2-M_1^2)x^2-\tfrac12a^2M_1^2x^2+\tfrac12a^2M_2x^2+\cdots\nonumber\\
&=\tfrac12a(a-1)(M_2-M_1^2)x^2+\cdots .
\label{eq:linkerror}
\end{align}
The error is of second order, while the failed fraction is of first order. For $a\gg1$ the error relative to the failed fraction is $\tfrac12(M_2/M_1^2-1)F_a$. What must be small is therefore the failed fraction of the larger structure, weighted by $M_2/M_1^2-1$, a weight that vanishes with the spacing variation.

Now suppose instead that each of $n$ cells, of relative area $a/n$, draws its own independent spacing. The cells are then independent in the population as well, and their averaged survival probabilities multiply, so weakest-link scaling by cell number holds. For ever finer cells,
\begin{equation}
\left[1-\frac{aM_1x}{n}+O(n^{-2})\right]^n\longrightarrow e^{-aM_1x}.
\end{equation}
This is a Weibull law with the intrinsic shape and a scale multiplied by $M_1^{-1/\beta}$. If $s_0$ is the mean spacing, as in the example, then $M_1>1$, because $e^{-\beta X}$ is a strictly convex function of $s$ that equals one at $s_0$. In this limit the variation shortens life relative to a uniform spacing $s_0$, without broadening the distribution of log-lifetime. Spacing variation as such does not invalidate area scaling; sharing it within the structure does.

\section{Reading the numbers}

The example has round model parameters and represents no particular material: $s_0=300$ angstrom, $\gamma=400$ angstrom/eV, $\beta=1.5$ and a stress energy $U=18$ eV. The parent spacing deviation of 12 angstrom becomes 11.84 angstrom after truncation. Times are in units of the nominal lifetime $\tau(s_0)$ at the voltage considered.

With $u=(s-s_0)/s_0$, Eq.~\eqref{eq:X} becomes
\begin{equation}
X=\frac{\gamma U}{s_0}\frac{u}{1+u},
\qquad
\operatorname{sd}(X)\simeq\frac{\gamma U}{s_0}\operatorname{sd}(u)
\end{equation}
for small $u$. Here $\gamma U/s_0=400\times18/300=24$, so a 4\% spacing variation is amplified to $24\times11.84/300=0.947$ in log-lifetime. The full field law gives 0.953. Then $\operatorname{Var}X=0.908$, the intrinsic part is $\pi^2/(6\times1.5^2)=0.731$, and the sum is 1.639. Direct integration of the mixed distribution gives the same value at areas 1 and 100. The apparent shape is $\pi/\sqrt{6\times1.639}=1.00$.

At $U=3$ eV the same dies have $\operatorname{sd}(X)=0.953/6=0.159$, since $X$ is proportional to $U$, and the apparent shape rises to 1.47. Within this field law, a shape fitted at stress should not be carried to use voltage, although $\beta$ is the same at both. The direction of the change belongs to the law assumed. For $\tau\propto(U/s)^{-m}$, $X=m\ln(s/s_0)$ does not depend on voltage and the apparent shape stays put; for $\ln\tau$ linear in $s/U$, $X$ is proportional to $1/U$ and the broadening grows at lower voltage.

The local slope at stress is 0.92 at half failed and 0.71 at 90\% failed. With $M_1=3.150$ and $M_2=69.43$, the factor $\tfrac12(M_2/M_1^2-1)$ is 3.00. Equation~\eqref{eq:earlyslope} then predicts a slope of $1.5(1-0.03)=1.455$ at 1\% failed, against the computed 1.458. At $10^{-4}$ failed the slope is already 1.4996. These tail numbers depend on where the spacing law is cut, because the integrand of $M_2$ peaks about 4.1 parent deviations below $s_0$, outside the cut at three. With the cut at five deviations, $M_2$ rises to 289 and the factor to 11.2. The slope at 1\% failed is then 1.424, no longer close to the first-order value 1.33, the slope at $10^{-4}$ is 1.4984, and the weakest-link time error at $10^{-4}$ quoted below grows from $2.0\times10^{-4}$ to $7.3\times10^{-4}$. The bulk numbers move little: $\beta_{\rm app}$ becomes 0.994 and the 16-cell prediction 78.0\%.

A projection to area 1000 separates two procedures that are both called area scaling. One raises the full population curve to the power $a$. The other first replaces that curve by a Weibull line with $\beta_{\rm app}=1.00$ and the same mean log-lifetime, then scales the line:
\begin{center}
\begin{tabular}{lcc}
Time at failed fraction & 0.5 & $10^{-4}$\\
\hline
True mixture & $7.12\times10^{-3}$ & $1.003\times10^{-5}$\\
Full curve to power $a$ & $3.65\times10^{-3}$ & $1.003\times10^{-5}$\\
Fitted line, scaled & $8.20\times10^{-4}$ & $1.20\times10^{-7}$
\end{tabular}
\end{center}

At the median, the full-curve rule underestimates the lifetime by a factor 1.95. At $10^{-4}$ it is nearly right: Eq.~\eqref{eq:linkerror} gives an error of about $3.00\times10^{-4}$ relative to the failed fraction. Division by the slope 1.5 turns this into $2.0\times10^{-4}$ in time, as computed.

The fitted line is too short by a factor 83 at $10^{-4}$. Of this, $1000^{1/1.0019-1/1.5}=9.9$ comes from using the apparent shape in the area shift. The remaining factor, 8.4, comes from extending the line into a tail where the true slope is near 1.5.

If spacing is uniform within each die and is the only property that differs between dies, as assumed here, two measurements can separate the contributions. The percentile shift with area gives $\beta$: between 1 and 16 cells, the simulated shift of the log-median is 1.845, against $(\ln16)/\beta=1.848$ and $(\ln16)/\beta_{\rm app}=2.767$. Two separate structures on one die share $X$ but have independent $Q$, so by Eq.~\eqref{eq:sum} the covariance of their log-lifetimes is $\operatorname{Var}X$. The simulation gives 0.912, against 0.908 from the spacing law.

The same simulation distinguishes shared from independent spacing. At the true median time of the 16-cell structures, 50.0\% have failed when cells share their spacing and 77.5\% when each cell draws its own. The second figure is the weakest-link prediction quoted at the start: it is right for independent cells and wrong for shared spacing. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
nominal spacing: 300 angstrom
parent spacing deviation: 12 angstrom
truncated spacing deviation: 11.84 angstrom
smallest, largest spacing: 264, 336 angstrom
field acceleration gamma: 400 angstrom/eV
intrinsic shape beta: 1.50 (no unit)
stress and use energy U: 18, 3 eV
nominal stress, use field: 0.060, 0.010 eV/angstrom
gamma*U/s0 at stress, use: 24.0, 4.0 (no unit)
sd(X) at stress, small-variation formula: 0.9471 (no unit)
sd(X) at stress, full field law: 0.9527 (no unit)
Var X at stress: 0.9076 (no unit)
intrinsic Var ln T: 0.7311 (no unit)
mixed Var ln T by integration, area 1: 1.6387 (no unit)
mixed Var ln T by integration, area 100: 1.6387 (no unit)
apparent shape at stress: 1.0019 (no unit)
sd(X) at use: 0.1588 (no unit)
apparent shape at use: 1.4748 (no unit)
early-failure moments M1, M2: 3.150, 69.43 (no unit)
local slope at failed fraction 1e-06: 1.5000 (no unit)
local slope at failed fraction 0.0001: 1.4996 (no unit)
local slope at failed fraction 0.01: 1.4575 (no unit)
local slope at failed fraction 0.5: 0.9210 (no unit)
local slope at failed fraction 0.9: 0.7077 (no unit)
16 cells, failed at true median, shared spacing: 0.5000 (simulated)
16 cells, same time, independent spacing: 0.7752 (simulated)
16 cells, same time, weakest-link formula: 0.7754 (no unit)
log-median shift, 1 to 16 cells: 1.845 (simulated)
ln(16)/beta: 1.848 (no unit)
ln(16)/apparent shape: 2.767 (no unit)
same-die covariance of ln T: 0.912 (simulated)
fitted Weibull scale, area 1: 1.1662 nominal lifetimes
projected relative area: 1000 (no unit)
fraction 0.5, true time: 7.1208e-03 nominal lifetimes
fraction 0.5, weakest-link time: 3.6496e-03 nominal lifetimes
fraction 0.5, fitted-line time: 8.1961e-04 nominal lifetimes
fraction 0.5, true/weakest-link: 1.95114 (no unit)
fraction 0.5, true/fitted-line: 8.69 (no unit)
fraction 0.0001, true time: 1.0028e-05 nominal lifetimes
fraction 0.0001, weakest-link time: 1.0026e-05 nominal lifetimes
fraction 0.0001, fitted-line time: 1.2025e-07 nominal lifetimes
fraction 0.0001, true/weakest-link: 1.00020 (no unit)
fraction 0.0001, true/fitted-line: 83.39 (no unit)
\end{verbatim}
